Two acoustic phonons into one optical phonon: the diatomic-chain mass limit

**Question**

I am working on phonon scattering in a chain of alternating heavy and light atoms, masses M and m, joined by identical nearest-neighbour springs K. The exercise asks me to show that two acoustic phonons cannot combine into one optical phonon when M/m is greater than four.

I understand that a cubic term in the potential couples three phonons, and that energy and crystal momentum must both be conserved. I can get the two branches, but then I have two free wavevectors and an equation full of nested square roots. Squaring it repeatedly leads nowhere.

Something else bothers me. I searched numerically for allowed events at M/m = 3.5. That is below four, so I expected to find some, and there were none. Is my search wrong, or is the number four not the real limit?

**Answer**

Your search is consistent with the conservation laws. The statement with four is true, and it needs energy conservation alone, so the nested roots never have to be solved. Crystal momentum makes the restriction stronger, and the limit then moves to a smaller ratio. I take the two arguments in that order, in atomic units, so ħ = 1 and a phonon of frequency ω has energy ω.

**The two branches**

Let r = M/m > 1, let a be the length of a cell containing one heavy and one light atom, and let θ = qa be the phase change per cell for wavevector q. All motion is along the chain. Call the displacement of the heavy atom in cell n u_n, and that of the light atom to its right v_n. Newton's equations are

M ü_n = K(v_n + v_{n−1} − 2u_n)

m v̈_n = K(u_n + u_{n+1} − 2v_n).

Insert u_n = U exp[i(nθ − ωt)] and v_n = V exp[i(nθ − ωt)]:

(2K − Mω²) U = K(1 + e^{−iθ}) V

(2K − mω²) V = K(1 + e^{iθ}) U.

A nonzero solution exists when the determinant vanishes:

(2K − Mω²)(2K − mω²) = K² |1 + e^{iθ}|² = 2K²(1 + cos θ).

Expanding the left side and collecting terms gives

Mm ω⁴ − 2K(M + m) ω² + 2K²(1 − cos θ) = 0.

Now write ω² = (K/M) w, with w dimensionless, and m = M/r. The three terms become K²w²/r, −2K²(1 + 1/r)w and 2K²(1 − cos θ). Multiplying by r/K²,

w² − 2(r + 1) w + 2r(1 − cos θ) = 0.

The quantity under the root is (r + 1)² − 2r(1 − cos θ) = r² + 1 + 2r cos θ. Hence

ω_A² = (K/M)[r + 1 − S(θ)]

ω_O² = (K/M)[r + 1 + S(θ)]

S(θ) = √(r² + 1 + 2r cos θ) = |r + e^{iθ}|.

The lower sign of the root gives the acoustic branch, which goes to zero at θ = 0. Writing S as the modulus of a complex number will do most of the work later.

**The band edges**

S falls steadily from r + 1 at θ = 0 to r − 1 at θ = π. The acoustic frequency therefore rises towards the zone boundary, while the optical frequency falls:

max ω_A = √(2K/M), at θ = π

min ω_O = √(2K/m), at θ = π

max ω_O = √(2K/M + 2K/m), at θ = 0.

The first two follow from r + 1 − (r − 1) = 2 and r + 1 + (r − 1) = 2r, together with Kr/M = K/m. The third follows from r + 1 + (r + 1) = 2r + 2.

These values have a simple mechanical meaning. At θ = π the factor 1 + e^{iθ} vanishes and the two equations of motion decouple. Either the heavy atoms move and the light ones rest, or the reverse. Each moving atom is held by two springs attached to stationary neighbours, so its squared frequency is 2K divided by its own mass. In the optical mode at θ = 0, the first equation of motion gives MU + mV = 0: the two kinds of atom move against each other, both contribute to the stretching of every spring, and the frequency is higher.

**The result you were asked for**

Whatever their wavevectors, two acoustic phonons have a total energy

ω_A(θ₁) + ω_A(θ₂) ≤ 2√(2K/M),

and any optical phonon has an energy of at least √(2K/m). The process is impossible if the first bound lies below the second:

2√(2K/M) < √(2K/m).

Both sides are positive, so squaring keeps the inequality:

8K/M < 2K/m, that is, M/m > 4.

This completes the proof. The reverse process, in which an optical phonon decays into two acoustic ones, obeys the same energy balance and is forbidden too.

**Why four is not the real limit**

So far momentum has not been used. A cubic term that is the same in every cell does not change when the whole pattern is shifted by one cell. Under that shift, the amplitude for absorbing θ₁ and θ₂ and creating θ acquires the factor exp[i(θ₁ + θ₂ − θ)]. It can be nonzero only if this factor equals one, so

θ = θ₁ + θ₂ (mod 2π).

Consider r just below four. The energy bound can then be passed only by two phonons near the top of the acoustic band, both close to θ = π. Their phases add to about 2π, which is equivalent to zero. They would have to produce the optical phonon at the zone centre, and that is the most energetic one, not the least. For two phonons exactly at the boundary, the energy suffices only if

2√(2K/M) ≥ √(2K/M + 2K/m).

Squaring gives 8K/M ≥ 2K/M + 2K/m, so 6/M ≥ 2/m and r ≤ 3.

This suggests a limit of three, but it examines a single pair. Some other pair, with less energy but a more favourable total momentum, might still succeed for r > 3. That has to be excluded for all θ₁ and θ₂.

**Proof for every pair of wavevectors**

Suppose an event exists, with acoustic frequencies ω₁ and ω₂. Write S₁ = S(θ₁), S₂ = S(θ₂) and S₁₂ = S(θ₁ + θ₂). Energy conservation says (ω₁ + ω₂)² = ω_O²(θ₁ + θ₂).

The sum of two square roots is the awkward part. It can be removed with

(ω₁ + ω₂)² ≤ 2(ω₁² + ω₂²),

which holds because the right side minus the left side is (ω₁ − ω₂)². Inserting the branches and dividing by K/M,

r + 1 + S₁₂ ≤ 2[2(r + 1) − S₁ − S₂].

Moving the S terms to the left shows what every event must satisfy:

2S₁ + 2S₂ + S₁₂ ≤ 3(r + 1).  (1)

The next task is to find how small the left side can be. The modulus of a complex number is never less than its real part, so

S(θ) = |r + e^{iθ}| ≥ r + cos θ.

Applying this to all three terms,

2S₁ + 2S₂ + S₁₂ ≥ 5r + C, with C = 2cos θ₁ + 2cos θ₂ + cos(θ₁ + θ₂).

To bound C, let s = (θ₁ + θ₂)/2 and d = (θ₁ − θ₂)/2. Then cos θ₁ + cos θ₂ = 2 cos s cos d, and cos(θ₁ + θ₂) = 2cos² s − 1, so

C = 4 cos s cos d + 2cos² s − 1.

With x = |cos s|, the product cos s cos d is at least −x, because |cos d| ≤ 1. Therefore

C ≥ 2x² − 4x − 1 = 2(x − 1)² − 3 ≥ −3,

and

2S₁ + 2S₂ + S₁₂ ≥ 5r − 3.  (2)

Conditions (1) and (2) are compatible only if 5r − 3 ≤ 3r + 3, that is, r ≤ 3. For M/m > 3 no pair of acoustic phonons can form an optical phonon while conserving both energy and crystal momentum. Your ratio of 3.5 lies in this forbidden range.

**At three and below**

At r = 3 an event requires equality at every step. Equality in the bound on C needs x = 1 and cos s cos d = −1. One of the two cosines is then +1 and the other −1, so s and d are multiples of π, one even and one odd. Hence θ₁ = s + d and θ₂ = s − d are both odd multiples of π: both phonons sit at the zone boundary. Their energy does balance there, since in units of √(K/M) the pair has 2√2 and the zone-centre optical phonon has √8.

For 1 < r < 3, take θ₁ = θ₂ = θ and follow the difference

D(θ) = 2ω_A(θ) − ω_O(2θ).

In the same units, D(0) = −√(2r + 2), which is negative, and D(π) = 2√2 − √(2r + 2), which is positive for r < 3. D is continuous, so it vanishes somewhere in between, and an event satisfying both conservation laws exists. Three is therefore the sharp kinematic limit.

Kinematically allowed does not mean that the rate is large, or even nonzero. The isolated event at r = 3 shows this. Let each spring have the same cubic energy, proportional to the cube of its extension. The three-phonon amplitude is then a sum over springs of the product of the extensions in the three modes. In the boundary acoustic mode the light atoms rest and the heavy ones alternate in sign, so all extensions have the same magnitude, and the product of two such modes is the same on every spring. In the zone-centre optical mode the extension is V − U on a spring with the heavy atom on its left, and U − V on the next one. The contributions cancel in pairs, and the lowest-order amplitude is zero.

**The limit of equal masses**

As r approaches one, the conservation laws used above still have solutions, yet the process must disappear. At r = 1 all atoms are alike and the true period is a/2. With phase φ per atom there is a single branch,

ω = 2√(K/M) |sin(φ/2)|,

and the "optical" branch is just the part of it that was folded back by choosing a cell twice too long. Momentum is now conserved with respect to the shorter period, which is a stricter condition. Put α = φ₁/2 and β = φ₂/2, both between 0 and π. Then

|sin(α + β)| ≤ sin α |cos β| + |cos α| sin β < sin α + sin β.

Two phonons of nonzero frequency always have more energy than the single phonon their momentum permits, so no event exists. If the anharmonic parts of the springs are also identical, the amplitude of the events found for r slightly above one must go to zero as r → 1. The kinematic window 1 < r < 3 thus closes at its lower end through the coupling, not through the energy balance.

**Three acoustic phonons instead of two**

The same reasoning shows when momentum matters. For three acoustic phonons forming one optical phonon, energy alone forbids the process if

3√(2K/M) < √(2K/m), that is, r > 9.

Three boundary phonons have a total phase 3π, equivalent to π, and there the optical branch is at its minimum. The most energetic triple now meets the cheapest optical phonon, so momentum adds no further restriction to the limit. For r < 9 the triple at θ = π has surplus energy, the triple at θ = 0 has a deficit, and continuity again gives a solution. Nine is sharp for three phonons, whereas four is not sharp for two, because two boundary phonons add up to the zone centre.

**Numbers for three chains**

Take a model chain with K = 5.0 eV/Å² and a = 4.0 Å. Fix the light mass through ħ²/m = 2.0 × 10⁻⁴ eV Å², and vary only the heavy mass. With ħ restored, the energy unit is

ħ√(K/M) = √[(ħ²/m)K/r] = √(0.001/r) eV.

The optical minimum depends on m but not on M, so it is √2 × √0.001 = 0.04472 eV in all three cases. The zone boundary is at π/a = 0.7854 Å⁻¹.

*r = 5.* The energy unit is 0.01414 eV and the acoustic maximum is √2 times this, 0.02000 eV. Two such phonons carry 0.04000 eV, less than the optical minimum of 0.04472 eV. The energy argument settles the matter. With momentum included the deficit is larger: two boundary phonons would need to make the zone-centre optical phonon at 0.04899 eV, so they fall short by

0.04899 − 0.04000 = 0.00899 eV (3.30 × 10⁻⁴ hartree).

*r = 3.5.* This is your case. The acoustic maximum is 0.02390 eV, and twice it is 0.04781 eV. That lies inside the optical band, which runs from 0.04472 to 0.05071 eV, so energy alone would permit an event. To see what goes wrong, find the optical phonon with exactly this energy. In units of K/M the squared pair energy is (2√2)² = 8, so

r + 1 + S = 8, S = 3.5,

cos θ = (S² − r² − 1)/(2r) = (12.25 − 12.25 − 1)/7 = −1/7.

This gives q = 0.4285 Å⁻¹, whereas the two boundary phonons supply q = 0. The optical phonon they are permitted to make costs 0.05071 eV, and the pair is short by

0.05071 − 0.04781 = 0.00290 eV (1.07 × 10⁻⁴ hartree).

For both ratios, a scan over all pairs on a grid of 240 values per wavevector found its smallest deficit at this boundary pair. Every other pair on the grid missed by at least as much, which is why your search came back empty.

*r = 2.* Here events are allowed, and one with two equal acoustic phonons can be found in closed form. Let S = S(θ) and T = S(2θ). The condition 4ω_A²(θ) = ω_O²(2θ) reads

4(3 − S) = 3 + T, so T = 9 − 4S.

Also S² = 5 + 4cos θ, while T² = 5 + 4cos 2θ = 1 + 8cos² θ. Substituting cos θ = (S² − 5)/4 gives

(9 − 4S)² = 1 + (S² − 5)²/2.

Multiplying by two and collecting powers,

S⁴ − 42S² + 144S − 135 = 0,

which factorizes as

(S − 3)²(S² + 6S − 15) = 0.

The root S = 3 would make T = −3, which is impossible for a modulus. The positive root of the other factor is S = 2√6 − 3 ≈ 1.899, for which T ≈ 1.404 is positive, as required. Then

cos θ = (S² − 5)/4 = 7 − 3√6 ≈ −0.3485, θ ≈ 1.9267.

Each acoustic phonon has q = 1.9267/4.0 = 0.4817 Å⁻¹ and an energy of 0.02346 eV. Their wavevectors add to 0.9634 Å⁻¹, outside the first zone. Subtracting 2π/a = 1.5708 Å⁻¹ leaves −0.6074 Å⁻¹, and the optical phonon there has an energy of 0.04693 eV, equal to 2 × 0.02346 eV within rounding. This event is an umklapp process: it needs a reciprocal lattice vector.

The two limits were also located numerically, by diagonalizing the spring matrix without using the inequalities above. The output gives 4.000000 for energy alone and 3.000000 for energy with momentum.

**What the result depends on**

The limits belong to this model: longitudinal motion, equal springs between nearest neighbours, and sharp phonon energies. Unequal springs or forces between second neighbours change the branches, so the numbers three and four need not survive. In a three-dimensional crystal there are several acoustic branches and many more ways to add wavevectors. The energy-only test still works there in its general form: if twice the highest acoustic frequency is below the lowest optical one, the process is forbidden. The critical mass ratio, however, must be found from the actual spectrum.

Finite lifetimes also soften the rule. A phonon that lives for a time τ has an energy spread of order ħ/τ. The prohibition is meaningful when the deficit is large compared with the combined spread of the three phonons. At r = 3.5 the deficit is 0.0029 eV, about 6% of the zone-centre optical energy, against about 18% at r = 5, so for comparable linewidths the chain at r = 3.5 is the more easily affected. With identical cubic springs the boundary pair itself has zero lowest-order amplitude at any r, by the cancellation shown above, so broadening acts through neighbouring pairs, whose deficits are slightly larger.

Finally, the rule concerns one channel. It does not make an optical phonon immortal. For 4 < r < 9, for example, the conservation laws still permit an optical phonon at the zone boundary to decay into three acoustic ones. How much of the optical branch can decay in this way depends on r. Up to r ≈ 5.41 all of it can. At that ratio three acoustic phonons at θ = 2π/3 just reach the zone-centre energy: 3ω_A(2π/3) = ω_O(0) gives 32r² − 179r + 32 = 0. Above it the allowed part shrinks, and as r approaches nine only optical phonons close to the zone boundary remain. The decay is a four-phonon process, which needs a quartic term in the potential or the cubic term taken to second order.

Values computed for the example and the checks

```
spring constant K = 5.0 eV/angstrom^2
light-atom hbar^2/m = 2.0e-04 eV angstrom^2
cell length a = 4.0 angstrom
zone-boundary wavevector pi/a = 0.7854 1/angstrom
threshold ratio, energy only = 4.000000
threshold ratio, energy and momentum = 3.000000
grid points per wavevector in pair scan = 240
r = 5.0: hbar*sqrt(K/M) = 0.014142 eV
r = 5.0: acoustic maximum = 0.020000 eV
r = 5.0: twice acoustic max = 0.040000 eV
r = 5.0: optical minimum = 0.044721 eV
r = 5.0: optical maximum = 0.048990 eV
r = 5.0: smallest shortfall on grid = 0.008990 eV = 3.3037e-04 hartree
r = 5.0: reached at q1 = 0.7854, q2 = 0.7854 1/angstrom
r = 3.5: hbar*sqrt(K/M) = 0.016903 eV
r = 3.5: acoustic maximum = 0.023905 eV
r = 3.5: twice acoustic max = 0.047809 eV
r = 3.5: optical minimum = 0.044721 eV
r = 3.5: optical maximum = 0.050709 eV
r = 3.5: smallest shortfall on grid = 0.002900 eV = 1.0658e-04 hartree
r = 3.5: reached at q1 = 0.7854, q2 = 0.7854 1/angstrom
r = 2.0: hbar*sqrt(K/M) = 0.022361 eV
r = 2.0: acoustic maximum = 0.031623 eV
r = 2.0: twice acoustic max = 0.063246 eV
r = 2.0: optical minimum = 0.044721 eV
r = 2.0: optical maximum = 0.054772 eV
r = 3.5: optical q matching twice acoustic max = 0.4285 1/angstrom (needed: 0)
r = 2.0: allowed event, theta of each acoustic phonon = 1.926734 rad
r = 2.0: acoustic wavevector = 0.481683 1/angstrom
r = 2.0: optical wavevector, folded = -0.607429 1/angstrom
r = 2.0: energy of each acoustic phonon = 0.023463 eV
r = 2.0: energy of the optical phonon = 0.046926 eV
```
